\section*{Argon's 3p to d Cooper minimum with and without PAW dipole corrections}

\section*{Question}

I am trying to locate the Cooper minimum of the free argon atom, meaning the photon energy at which the dipole amplitude from 3p into the d continuum changes sign. With all-electron radial functions the task looks clear: solve for the 3p orbital and the continuum d wave in one potential, integrate, and find the zero.

My difficulty begins with projector augmented-wave (PAW) functions. The pseudo functions agree with the all-electron ones outside a small sphere, and the length operator $r$ gives little weight to the core. I therefore expected pseudo functions alone to be good enough. But the minimum is a cancellation, so perhaps a small error matters. I also get a different answer when I use the velocity operator, and I do not know which one to believe.

How large is the shift in photon energy if the one-centre dipole terms are left out? Do these terms repair both forms? And does it matter that my pseudo 3p has no node and is not normalized to one?

\section*{Answer}

\subsection*{The model and the zero}

I use Hartree atomic units and radial functions multiplied by $r$. Let $P(r)$ be the 3p function with energy $\epsilon_p$, and $F_\epsilon(r)$ the regular d wave with energy $\epsilon>0$. Both are solutions in the same local potential $V$:
\begin{equation}
h_1P=\epsilon_pP,\quad h_2F_\epsilon=\epsilon F_\epsilon,\quad
h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V(r).
\end{equation}
The potential is the self-consistent sum of the nuclear term, the Hartree term and Slater exchange, $V_x=-\frac32(3n/\pi)^{1/3}$, where $n$ is the electron density. Where this sum lies above $-1/r$ it is replaced by $-1/r$ (the Latter tail), because a departing electron sees an ion of charge one. The model omits relativity, orbital relaxation, nonlocal exchange and the coupling between ionization channels. Its all-electron result is the reference for the pseudo functions, not a measured value; the measured minimum of the argon cross-section lies several eV higher, close to 50 eV.

The photon energy is $\omega=\epsilon-\epsilon_p$, and the radial amplitude in length form is
\begin{equation}
M(\epsilon)=\int_0^\infty F_\epsilon\,r\,P\,dr .
\end{equation}
The d part of the cross-section is proportional to $\omega M^2$, so it vanishes where $M=0$. I take this zero as the Cooper minimum. The total cross-section also contains the s channel. At $M=0$ the d part is stationary, so any slope of the s part moves the minimum of the total away from this point. In this model the move is not small: the sum of the s and d parts of the 3p cross-section has its minimum near 43 eV, about 3 eV above the zero found below.

Your normalization question can be settled now. Multiplying $P$ by a constant, or $F_\epsilon$ by a nonvanishing function of energy, does not move a zero of $M$. The continuum waves below are normalized per unit energy, which matters for the size of $M$ but not for its zero. In the pseudo-only amplitude the norm of the pseudo 3p function is likewise no cause of a shift; its shape is. Do not rescale that function to unit norm before adding the one-centre terms, however: they assume that it equals the all-electron 3p outside the sphere.

\subsection*{Why length and velocity must agree}

Apply the two radial Hamiltonians to $rP$ and $P$. The potential terms cancel because $V$ is local:
\begin{align}
h_2(rP)-r\,h_1P
&=-\tfrac12(rP''+2P')+\frac{3}{r^2}\,rP+\tfrac12rP''-r\,\frac{1}{r^2}P\nonumber\\
&=-P'+\frac{2P}{r}.\label{comm}
\end{align}
Multiply by $F_\epsilon$ and integrate. In the first term $h_2$ can be moved onto $F_\epsilon$: the boundary terms vanish at the origin, where both functions go as $r^3$, and at infinity, where $P$ decays. The left side becomes $(\epsilon-\epsilon_p)M$, hence
\begin{equation}
\omega M=-\int_0^\infty F_\epsilon\left(P'-\frac{2P}{r}\right)dr .
\label{gauge}
\end{equation}
The right side is the velocity amplitude; its angular factor is that of the length form. Since $\omega>0$, both forms have the same zero. A nonlocal potential, such as Fock exchange, would add its commutator with $r$ to (\ref{comm}).

Now replace $P$ and $F_\epsilon$ by pseudo functions $\tilde P$ and $\tilde F_\epsilon$. They no longer solve the original equations, but leave the remainders
\begin{equation}
s_p=(h_1-\epsilon_p)\tilde P,\qquad s_d=(h_2-\epsilon)\tilde F_\epsilon,
\end{equation}
which vanish outside the sphere. Equation (\ref{comm}) holds for any smooth function, so the same steps give
\begin{align}
-\int\tilde F_\epsilon\left(\tilde P'-\frac{2\tilde P}{r}\right)dr
&=\int (h_2\tilde F_\epsilon)\,r\tilde P\,dr-\int\tilde F_\epsilon\,r\,(h_1\tilde P)\,dr\nonumber\\
&=\omega\int\tilde F_\epsilon r\tilde P\,dr
+\int s_d\,r\tilde P\,dr-\int\tilde F_\epsilon\,r\,s_p\,dr .
\label{mismatch}
\end{align}
The last two terms are the reason for your two answers. Neither pseudo-only answer is exact: both lack the one-centre correction inside the sphere.

\subsection*{Pseudo functions and the transformation}

For a partial wave $\phi$ with angular momentum $l$, write $\phi=r^{l+1}g(t)$ with $t=r^2$. Inside the radius $r_c$ I replace $g$ by its cubic Taylor polynomial about $t_c=r_c^2$:
\begin{equation}
\tilde\phi(r)=r^{l+1}\sum_{k=0}^{3}\frac{g^{(k)}(t_c)}{k!}\,(r^2-r_c^2)^k,\qquad r<r_c .
\end{equation}
This matches the value and three derivatives at $r_c$. Outside, $\tilde\phi=\phi$. The 3p function is treated in this way with $l=1$.

For the d channel I take two all-electron waves $\phi_1,\phi_2$ at fixed energies $\epsilon_1,\epsilon_2$ and their pseudo partners. The projectors use the positive weight $s(r)=(1-r^2/r_c^2)^2$ inside the sphere and zero outside:
\begin{equation}
p_i=\sum_k s\,\tilde\phi_k\,(G^{-1})_{ki},\qquad
G_{ik}=\int s\,\tilde\phi_i\tilde\phi_k\,dr .
\end{equation}
Inserting this definition gives $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. The all-electron wave is then recovered from the pseudo wave by
\begin{equation}
F_\epsilon=\tilde F_\epsilon+\sum_i(\phi_i-\tilde\phi_i)c_i,\qquad
c_i=\langle p_i|\tilde F_\epsilon\rangle .
\label{T}
\end{equation}
Here I go the other way, from a known $F_\epsilon$ to $\tilde F_\epsilon$. Projecting (\ref{T}) onto $p_i$ gives
\begin{equation}
\langle p_i|F_\epsilon\rangle=c_i+\sum_j\left(\langle p_i|\phi_j\rangle-\delta_{ij}\right)c_j
=\sum_j\langle p_i|\phi_j\rangle c_j .
\end{equation}
This $2\times2$ system yields the $c_i$, and (\ref{T}) yields $\tilde F_\epsilon$. The pseudo wave obtained in this way has the correct phase outside the sphere, so any error in the zero comes from the treatment of the dipole operator.

\subsection*{The one-centre term and what it neglects}

Let $O$ be either the length operator $r$ or the velocity operator $-(d/dr-2/r)$. Write $\Delta_i=\phi_i-\tilde\phi_i$ and $\Delta_p=P-\tilde P$, all zero outside the sphere. The full amplitude is
\begin{align}
\langle F_\epsilon|O|P\rangle
&=\Big\langle\tilde F_\epsilon+\sum_ic_i\Delta_i\Big|O\Big|P\Big\rangle\nonumber\\
&=\langle\tilde F_\epsilon|O|\tilde P\rangle+\langle\tilde F_\epsilon|O|\Delta_p\rangle
+\sum_ic_i\langle\Delta_i|O|P\rangle .
\label{full}
\end{align}
The usual one-centre correction is
\begin{align}
C&=\sum_ic_i\left(\langle\phi_i|O|P\rangle-\langle\tilde\phi_i|O|\tilde P\rangle\right)\nonumber\\
&=\sum_ic_i\left(\langle\Delta_i|O|P\rangle+\langle\tilde\phi_i|O|\Delta_p\rangle\right).
\end{align}
The second line follows by adding and subtracting $\langle\tilde\phi_i|O|P\rangle$. One p partial wave is enough, because the 3p orbital is itself that partial wave. Subtracting the corrected amplitude $\langle\tilde F_\epsilon|O|\tilde P\rangle+C$ from (\ref{full}) leaves
\begin{equation}
\langle F_\epsilon|O|P\rangle-\langle\tilde F_\epsilon|O|\tilde P\rangle-C
=\langle\rho_\epsilon|O|\Delta_p\rangle,\quad
\rho_\epsilon=\tilde F_\epsilon-\sum_ic_i\tilde\phi_i .
\label{left}
\end{equation}
By (\ref{T}), $\rho_\epsilon$ is also $F_\epsilon-\sum_ic_i\phi_i$, the part of the d wave that two partial waves cannot represent.

The energy dependence of this error can be found. Write $F_\epsilon=N(\epsilon)f(\epsilon,r)$, where $f$ has a fixed coefficient of $r^3$ at the origin and so varies smoothly with energy inside the sphere. Linear interpolation of $f$ between $\epsilon_1$ and $\epsilon_2$ has an error
\begin{equation}
(\epsilon-\epsilon_1)(\epsilon-\epsilon_2)\,f_2(\epsilon,r),
\end{equation}
where $f_2$ is the second divided difference of $f$ in energy. The map from $F_\epsilon$ to $\rho_\epsilon$ is linear and gives zero for $\phi_1$ and $\phi_2$, so it removes the linear interpolant and acts on this error alone. Thus $\rho_\epsilon$, and with it (\ref{left}), carries the factor $(\epsilon-\epsilon_1)(\epsilon-\epsilon_2)$.

\subsection*{The numbers for argon}

The 3p level lies at $-0.533$ hartree. The $-1/r$ tail starts at about 2.6 bohr, outside all spheres used here. The d reference energies are 0.5 and 1.5 hartree, and the main sphere has $r_c=1.6$ bohr. There the all-electron 3p has one node and the pseudo 3p has none; the integral $\int_0^\infty\tilde P^2\,dr$ is 0.981.

The all-electron amplitude vanishes at $\epsilon_0=0.9438$ hartree. The photon energy is therefore
\begin{equation}
\omega_0=0.9438+0.5332=1.4770\ \text{hartree}=40.19\ \text{eV},
\end{equation}
in both forms, as (\ref{gauge}) requires. The table gives the zeros for the pseudo functions as photon energies in eV.

\begin{center}
\begin{tabular}{lccc}
\hline
$r_c$ (bohr) & 1.2 & 1.6 & 2.0\\
\hline
length, pseudo only & 40.43 & 37.94 & 33.93\\
length, corrected & 40.19 & 40.19 & 40.18\\
velocity, pseudo only & 62.14 & 53.57 & 42.01\\
velocity, corrected & 40.19 & 40.15 & 40.04\\
\hline
\end{tabular}
\end{center}

For the main sphere, omitting the one-centre terms shifts the minimum by $-2.25$ eV in length form and by $+13.4$ eV in velocity form. With the terms included, the remaining errors relative to the all-electron zero are $-0.003$ and $-0.04$ eV. These small remainders depend on the projector weight: with the exponent 2 in $s(r)$ replaced by 1 they are $-0.005$ and $-0.07$ eV, and with 4 they are $-0.001$ and $-0.02$ eV.

The nodeless pseudo 3p still gives a sign change, so a node in the stored function is not needed for a zero to appear. What the pseudo functions lose is its position.

\subsection*{Why a small amplitude makes a large shift}

Let $M_{\rm ps}$ be the length amplitude of the pseudo functions alone. Expanding it about the true zero and setting it to zero gives
\begin{equation}
0\approx M_{\rm ps}(\epsilon_0)+M_{\rm ps}'(\epsilon_0)\,\delta\epsilon
\quad\Rightarrow\quad
\delta\epsilon\approx-\frac{M_{\rm ps}(\epsilon_0)}{M_{\rm ps}'(\epsilon_0)} .
\end{equation}
At $r_c=1.6$ bohr, $M_{\rm ps}(\epsilon_0)=-0.0546$ and the slope is $-0.577$ per hartree, so
\begin{equation}
\delta\epsilon\approx-\frac{-0.0546}{-0.577}=-0.095\ \text{hartree}=-2.6\ \text{eV}.
\end{equation}
The root actually found is at $-2.25$ eV. The difference has the expected sign: the computed amplitudes fall more steeply at lower energy, so on the way down from $\epsilon_0$ the curve reaches zero sooner than its tangent does.

Your intuition about the length operator is therefore sound only where the amplitude is large. At $\epsilon=0.3$ hartree the all-electron amplitude is 1.636 and the pseudo one 1.574, an error of 4\% of the all-electron value. The absolute error near the zero is similar, 0.055, but there is no large amplitude left to hide it. Above the minimum the amplitude stays small, and the relative error stays large: at $\epsilon=2.0$ hartree the all-electron amplitude is $-0.175$ and the pseudo one $-0.235$, an error of 34\% of the all-electron value.

The one-centre length term at $\epsilon_0$ is $+0.054576$, against a pseudo amplitude of $-0.054643$. Their sum is $-0.000067$. Near $\epsilon_0$ the one-centre term is almost constant, so the corrected amplitude has nearly the slope $-0.577$. The predicted remaining shift is
\begin{equation}
-\frac{-0.000067}{-0.577}=-0.00012\ \text{hartree}=-0.003\ \text{eV},
\end{equation}
as found. In velocity form, after division by $\omega_0$, the two parts are $0.19167$ and $-0.19256$. Their sum, $-0.00089$, with the same slope, gives $-0.0015$ hartree or $-0.04$ eV, again as found. The same slope may be used because, by (\ref{gauge}), the all-electron velocity amplitude divided by $\omega$ is the function $M$ itself.

\subsection*{Checking the remaining error}

Equation (\ref{left}) can be compared with the length amplitudes at other energies. The corrected minus the all-electron amplitude is $+8.1$, $-4.5$, $-6.7$, $-4.2$ and $+19.5$, in units of $10^{-5}$, at $\epsilon=0.3$, 0.7, 1.0, 1.3 and 2.0 hartree. The factor $(\epsilon-0.5)(\epsilon-1.5)$ has the values $0.24$, $-0.16$, $-0.25$, $-0.16$ and $0.75$ hartree$^2$. The ratios lie between about $2.6$ and $3.4\times10^{-4}$. The change of sign across each reference energy is what incompleteness of the two-wave set predicts. The near-constant ratio is not part of that prediction: it shows only that the remaining factor in the length form varies little over this range.

This also tells you how to choose the reference energies. The error vanishes at each of them, so one should lie close to the expected minimum. Here the minimum is near the middle of the interval, where the factor is largest in size between the two. Far above the upper one the factor grows quadratically, and further partial waves are needed.

\subsection*{The role of the sphere radius}

The limit of a very small sphere can be taken by counting powers of $r_c$. Near the nucleus $P$ starts as $r^2$ and $F_\epsilon$ as $r^3$. The nuclear attraction adds a relative correction linear in $r$, which a polynomial in $r^2$ cannot reproduce. The differences between true and pseudo functions are therefore of order $r_c^3$ for 3p and $r_c^4$ for the d wave. In the length form, the missing amplitude has contributions of size
\begin{equation}
\int_0^{r_c}r^3\,r\,r_c^3\,dr\sim r_c^8,\qquad
\int_0^{r_c}r_c^4\,r\,r^2\,dr\sim r_c^8 .
\end{equation}
In the velocity form one derivative, or one factor $1/r$, replaces the factor $r$. The first contribution becomes of order $r_c^6$. The second is smaller, of order $r_c^7$, because $P'-2P/r$ vanishes for the leading term $P\propto r^2$. Both forms thus become correct as $r_c\to0$, but after division by $\omega$ the ratio of the velocity error to the length error grows as $1/(\omega r_c^2)$. This is the precise sense in which the length form suppresses the core.

The radii in the table are not in that limit. The length shift changes sign between 1.2 and 1.6 bohr, so the small shift of $+0.24$ eV at 1.2 bohr is partly luck and not a measure of accuracy. The velocity shift falls from $+21.9$ to $+1.8$ eV as the sphere grows, opposite to the small-sphere trend. That is not convergence either: at 2.0 bohr the two pseudo-only forms still disagree by 8 eV, and the corrected velocity zero is at its worst, $-0.15$ eV from the all-electron one. I have no simple derivation of the signs at these radii; they depend on how the changed shapes of both functions overlap.

A practical check follows from (\ref{gauge}) and (\ref{left}): with a complete set of partial waves the corrected amplitudes equal the all-electron ones, so both forms have the same zero. Compute the zero in both forms with the one-centre terms included. If the 3p orbital and the d wave belong to the same local potential and the radial functions are numerically converged, a disagreement signals an incomplete partial-wave set. At 2.0 bohr it is 0.14 eV, at 1.2 bohr less than 0.01 eV. Agreement is necessary but does not by itself prove that both are right.

\subsection*{If the pseudo wave comes from a PAW Hamiltonian}

In a normal calculation you do not have $F_\epsilon$ in advance. You solve for $\tilde F_\epsilon$ with a PAW Hamiltonian that is itself truncated to the chosen partial waves. This adds a scattering error to the dipole error. With two d waves at the same reference energies and $r_c=1.6$ bohr, the corrected zeros are then off by $-0.011$ eV in length form and $-0.06$ eV in velocity form. These values use a smooth local potential that is a quadratic polynomial in $r^2$ inside the sphere, matched to $V$ and two derivatives at $r_c$. Other smooth choices gave $-0.009$ to $-0.013$ eV and $-0.05$ to $-0.07$ eV. That calculation also uses different projectors, built so that the reference pseudo waves solve the PAW equation, so the increase cannot be assigned to the Hamiltonian alone. It is still far smaller than the shift from leaving out the one-centre terms.

So keep the one-centre terms in either form. For this atom, this sphere and these pseudo functions, without them the length form puts the minimum about 2.3 eV too low and the velocity form about 13 eV too high. These two shifts are not properties of argon: they change with the way the functions are smoothed inside the sphere, even at fixed radius. At $r_c=1.6$ bohr a quadratic instead of a cubic Taylor polynomial gives $-4.0$ and $+7.0$ eV, and a quartic one gives $-1.1$ and $+18.4$ eV, while the corrected zeros stay within 0.05 eV of the all-electron one. The remaining values are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
virial ratio -V/T, no tail correction: 2.0000000
largest Coulomb-wave error: 1.3e-06 a.u.
3p energy: -0.53322 hartree
start of -1/r tail (grid node): 2.57 bohr
d reference energies: 0.5, 1.5 hartree
main augmentation radius: 1.6 bohr
nodes of 3p, all-electron / pseudo: 1 / 0
norm of pseudo 3p: 0.98129
d wave at 1 hartree, max pseudo difference: 2.68e-01 a.u.
  max two-wave expansion error in sphere: 1.42e-02 a.u.
length amplitudes (a.u.): E/hartree, all-electron, pseudo, corrected
  0.3  1.635613  1.574381  1.635694
  0.7  0.218005  0.163134  0.217960
  1.0  -0.029515  -0.084322  -0.029582
  1.3  -0.123747  -0.180059  -0.123789
  2.0  -0.175048  -0.235167  -0.174853
d energy at all-electron zero: 0.94383 hartree
photon energy at all-electron zero: 1.47704 hartree
same, length form: 40.192 eV
same, velocity form: 40.192 eV
at the all-electron zero, main radius:
  length pseudo amplitude: -0.054643 a.u.
  length one-centre term: 0.054576 a.u.
  velocity/omega pseudo amplitude: 0.191666 a.u.
  velocity/omega one-centre term: -0.192556 a.u.
  slope of length pseudo amplitude: -0.57656 a.u./hartree
  first-order length shift: -2.5789 eV
zeros: photon energy (eV) and shift from all-electron (eV)
  length, rc=1.2 bohr, pseudo only: 40.427, +0.2350
  length, rc=1.2 bohr, corrected: 40.192, -0.0004
  length, rc=1.6 bohr, pseudo only: 37.942, -2.2502
  length, rc=1.6 bohr, corrected: 40.189, -0.0031
  length, rc=2.0 bohr, pseudo only: 33.933, -6.2595
  length, rc=2.0 bohr, corrected: 40.182, -0.0108
  velocity, rc=1.2 bohr, pseudo only: 62.141, +21.9489
  velocity, rc=1.2 bohr, corrected: 40.186, -0.0066
  velocity, rc=1.6 bohr, pseudo only: 53.568, +13.3751
  velocity, rc=1.6 bohr, corrected: 40.150, -0.0421
  velocity, rc=2.0 bohr, pseudo only: 42.008, +1.8160
  velocity, rc=2.0 bohr, corrected: 40.041, -0.1513
truncated PAW Hamiltonian, main radius, corrected dipole:
  max rebuilt d-wave error at 1 hartree: 9.63e-04 a.u.
  length: amplitude at true zero -0.000240 a.u., first zero shifted -0.0114 eV
  velocity: amplitude at true zero -0.001871 a.u., first zero shifted -0.0599 eV
\end{verbatim}
